# Thermionic emission over an abrupt step: the mean quantum transmission factor: test program

```python
# Result under test: thermal electrons leaving a metal over an abrupt step V0
# carry J = A0 T^2 exp(-W/kT) D, where D is the mean quantum transmission:
#   D = 2 exp(1/2t) K_2(1/2t) - 8 t - 16 t^2,   t = kT/V0,
#   D -> 2 sqrt(pi t) for sqrt(t) << 1.
# V0 = EF + W: step from band bottom to vacuum; W: work function;
# eps: energy of normal motion outside, above the vacuum level.
# Energies are in eV and lengths in nm unless a name says otherwise.
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import kve, airy

e, m, hbar, h = const.e, const.m_e, const.hbar, const.h
kB_eV = const.k / e
C2 = 2 * m * e / hbar**2 * 1e-18              # 2m/hbar^2 in 1/(eV nm^2)
IMAGE = e / (16 * np.pi * const.epsilon_0) * 1e9   # image coefficient, eV nm

# Example inputs: rough round values in the regime of a tungsten filament
W, EF, T = 4.5, 10.0, 2500.0
V0 = EF + W
kT = kB_eV * T
t_ex = kT / V0


def step_transmission(eps, height):
    k_in, k_out = np.sqrt(height + eps), np.sqrt(eps)
    return 4 * k_in * k_out / (k_in + k_out)**2


def gauss(a, b, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


Q, WQ = gauss(0.0, 6.5, 100)                  # eps/kT = Q^2


def mean_by_quadrature(t, power=0):
    u = Q**2
    return np.sum(WQ * 2 * Q * np.exp(-u) * u**power
                  * step_transmission(t * u, 1.0))


def mean_closed(t):
    return 2 * kve(2, 0.5 / t) - 8 * t - 16 * t**2


def mean_leading(t):
    return 2 * np.sqrt(np.pi * t)


def flux_ratio(k_in, psi, dpsi):
    # transmitted flux over incident flux for an outgoing outside wave
    flux = (np.conj(psi) * dpsi).imag
    return 4 * k_in * flux / abs(k_in * psi - 1j * dpsi)**2


def wave_transmission(eps, potential, x_out, x_in):
    # potential is measured from the vacuum level; integrate inward
    def ksq(x):
        return C2 * (eps - potential(x))
    dx = 1e-6 * x_out
    slope = (ksq(x_out + dx) - ksq(x_out - dx)) / (2 * dx)
    start = [1.0 + 0j, 1j * np.sqrt(ksq(x_out)) - slope / (4 * ksq(x_out))]
    sol = solve_ivp(lambda x, y: [y[1], -ksq(x) * y[0]], (x_out, x_in),
                    np.array(start, dtype=complex), method="DOP853",
                    rtol=1e-9, atol=1e-11)
    assert sol.success
    return flux_ratio(np.sqrt(C2 * (V0 + eps)), sol.y[0, -1], sol.y[1, -1])


def smooth_transmission(eps, width):
    return wave_transmission(eps, lambda x: -V0 / (1 + np.exp(x / width)),
                             30 * width, -30 * width)


# Step formula against the wave equation through a very thin smooth step
for eps in (0.02, kT, 2.0):
    assert abs(smooth_transmission(eps, 2e-4)
               / step_transmission(eps, V0) - 1) < 5e-4

# Closed form, bounds and expansion against quadrature of the definition
for t in (1e-4, 1e-3, t_ex, 0.1, 0.5):
    D_num = mean_by_quadrature(t)
    assert abs(mean_closed(t) / D_num - 1) < 1e-8
    assert mean_leading(t) - 8 * t < D_num < mean_leading(t)
t_small = 1e-6
third = (mean_by_quadrature(t_small) - mean_leading(t_small)
         + 8 * t_small) / t_small**1.5
assert abs(third / (7.5 * np.sqrt(np.pi)) - 1) < 5e-3   # next term ~ sqrt(t)
s = np.logspace(-6, 3, 400)
trans_s = step_transmission(s, 1.0)
assert np.all(trans_s <= 4 * np.sqrt(s))
assert np.all(trans_s >= 4 * np.sqrt(s) - 8 * s)

# Current from the momentum-space definition with the full Fermi function
A0 = 4 * np.pi * e * m * const.k**2 / h**3 * 1e-4       # A/(cm^2 K^2)
J_ideal = A0 * T**2 * np.exp(-W / kT)                  # A/cm^2
D = mean_closed(t_ex)
k_thermal = np.sqrt(2 * m * kT * e) / hbar              # 1/m
q_out = k_thermal * Q[:, None]
k_par = k_thermal * Q[None, :]
k_x = np.sqrt(2 * m * V0 * e / hbar**2 + q_out**2)
energy = hbar**2 * (k_x**2 + k_par**2) / (2 * m * e)
fermi = 1 / (np.exp((energy - EF) / kT) + 1)
trans_k = 4 * k_x * q_out / (k_x + q_out)**2
# k_x dk_x = q_out dq_out at fixed step height
integrand = hbar / m * q_out * 2 * np.pi * k_par * fermi * trans_k
J_momentum = (2 * e / (2 * np.pi)**3 * k_thermal**2
              * np.sum(WQ[:, None] * WQ[None, :] * integrand) * 1e-4)
assert abs(J_momentum / (J_ideal * D) - 1) < 1e-7

# Logarithmic slope: finite difference against the mean-energy formula
d = 1e-4
slope_fd = (np.log(mean_closed(t_ex * (1 + d)))
            - np.log(mean_closed(t_ex * (1 - d)))) / (2 * d)
mean_energy_kT = mean_by_quadrature(t_ex, 1) / mean_by_quadrature(t_ex)
slope = mean_energy_kT - 1
assert abs(slope - slope_fd) < 1e-6
slope_cold = mean_by_quadrature(1e-8, 1) / mean_by_quadrature(1e-8) - 1
assert abs(slope_cold - 0.5) < 1e-3

# Temperature at which the leading form is 5 percent too high
t_five = brentq(lambda t: mean_leading(t) / mean_closed(t) - 1.05, 1e-5, 1e-2)
T_five = t_five * V0 / kB_eV

# Short-range smoothing keeps the square-root threshold law
width = 0.05
eps_low = 1e-4 * kT
smooth_low = smooth_transmission(eps_low, width)
root_ratio = smooth_low / smooth_transmission(eps_low / 4, width)
assert abs(root_ratio - 2) < 0.04
coefficient_gain = smooth_low / step_transmission(eps_low, V0)
assert coefficient_gain > 1
q24, w24 = gauss(0.0, 6.0, 24)
D_smooth = sum(w * 2 * q * np.exp(-q * q)
               * smooth_transmission(kT * q * q, width)
               for q, w in zip(q24, w24))

# Image potential -IMAGE/x, cut off where it reaches the band bottom
x_join = IMAGE / V0


def image_transmission(eps):
    return wave_transmission(eps, lambda x: -IMAGE / x, 40.0, x_join)


def image_mean(n):
    u, w = np.polynomial.laguerre.laggauss(n)
    return sum(wi * image_transmission(kT * ui) for ui, wi in zip(u, w))


k_out = float(np.sqrt(C2 * kT))
kappa = mp.mpc(0, C2 * IMAGE / (2 * k_out))


def whittaker_wave(x):
    return mp.whitw(kappa, 0.5, mp.mpc(0, -2 * k_out) * x)


T_whittaker = flux_ratio(np.sqrt(C2 * (V0 + kT)),
                         complex(whittaker_wave(x_join)),
                         complex(mp.diff(whittaker_wave, x_join)))
assert abs(T_whittaker - image_transmission(kT)) < 1e-4
D_image = image_mean(12)
assert abs(D_image - image_mean(8)) < 2e-3
image_low = image_transmission(1e-3 * kT)
step_low = step_transmission(1e-3 * kT, V0)
assert image_low > 0.5 and step_low < 0.05

# Collecting field: Schottky lowering, and tunnelling at the bare step
field = 1e-3                                  # eV/nm, equal to 0.01 MV/cm
lowering = 2 * np.sqrt(IMAGE * field)
top = minimize_scalar(lambda x: IMAGE / x + field * x, bounds=(1, 200),
                      method="bounded", options={"xatol": 1e-8})
assert abs(top.fun / lowering - 1) < 1e-8
airy_length = (C2 * field)**(-1 / 3)
airy_energy = field * airy_length


def field_transmission(eps):
    ai, dai, bi, dbi = airy(-eps / airy_energy)
    return flux_ratio(np.sqrt(C2 * (V0 + eps)), bi + 1j * ai,
                      -(dbi + 1j * dai) / airy_length)


far = 200 * airy_energy
assert abs(field_transmission(far) / step_transmission(far, V0) - 1) < 1e-5
below, w_below = gauss(-20 * airy_energy, 0.0, 200)
root, w_root = gauss(0.0, np.sqrt(200.0), 200)
above = airy_energy * root**2
change = np.sum(w_below * field_transmission(below) * np.exp(-below / kT))
change += np.sum(w_root * 2 * root * airy_energy * np.exp(-above / kT)
                 * (field_transmission(above) - step_transmission(above, V0)))
field_change = change / kT / D

# Other neglected effects
occupation_top = np.exp(-W / kT)
drift = 1e-4                                  # eV/K, rough size of dW/dT
drift_factor = np.exp(-drift / kB_eV)
gap_m = 1e-3
field_SI = field * 1e9                        # V/m
transit = np.sqrt(2 * gap_m * m / (e * field_SI))
space_field = J_ideal * 1e4 * transit / const.epsilon_0

print(f"work function W (rough)             {W:.2f} eV")
print(f"Fermi energy EF (rough)             {EF:.2f} eV")
print(f"step height V0                      {V0:.2f} eV")
print(f"temperature                         {T:.0f} K")
print(f"kT                                  {kT:.5f} eV")
print(f"t = kT/V0                           {t_ex:.6f}")
print(f"sqrt(t)                             {np.sqrt(t_ex):.5f}")
print(f"step transmission at eps = kT       {step_transmission(kT, V0):.5f}")
print(f"D, closed form                      {D:.5f}")
print(f"D, quadrature                       {mean_by_quadrature(t_ex):.5f}")
print(f"D, leading form                     {mean_leading(t_ex):.5f}")
print(f"second term -8t                     {-8 * t_ex:.5f}")
print(f"third term 7.5 sqrt(pi) t^1.5       "
      f"{7.5 * np.sqrt(np.pi) * t_ex**1.5:.5f}")
print(f"lower bound on D                    "
      f"{mean_leading(t_ex) - 8 * t_ex:.5f}")
print(f"leading form / closed form          {mean_leading(t_ex) / D:.4f}")
print(f"leading form with W in place of V0  {mean_leading(kT / W):.5f}")
for t in (1e-4, 1e-3, 1e-2):
    print(f"t = {t:.0e}: D, leading, ratio       {mean_closed(t):.6f} "
          f"{mean_leading(t):.6f} {mean_leading(t) / mean_closed(t):.4f}")
print(f"t for 5 percent error               {t_five:.3e}")
print(f"temperature for 5 percent error     {T_five:.1f} K")
print(f"Richardson constant A0              {A0:.3f} A/(cm^2 K^2)")
print(f"A0 times D                          {A0 * D:.2f} A/(cm^2 K^2)")
print(f"J with unit transmission            {J_ideal:.4f} A/cm^2")
print(f"J, abrupt step                      {J_ideal * D:.4f} A/cm^2")
print(f"J, momentum-space integral          {J_momentum:.4f} A/cm^2")
print(f"J, leading form                     "
      f"{J_ideal * mean_leading(t_ex):.4f} A/cm^2")
print(f"d ln D / d ln T                     {slope:.4f}")
print(f"mean outside normal energy / kT     {mean_energy_kT:.4f}")
print(f"apparent work function              {W + kT * slope:.4f} eV")
print(f"smoothing width                     {width:.3f} nm")
print(f"inside wavenumber at threshold      {np.sqrt(C2 * V0):.3f} 1/nm")
print(f"D, smooth step                      {D_smooth:.4f}")
print(f"smooth/abrupt at eps = 1e-4 kT      {coefficient_gain:.3f}")
print(f"smooth: T(eps)/T(eps/4), same eps   {root_ratio:.4f}")
print(f"image coefficient                   {IMAGE:.5f} eV nm")
print(f"image joining distance              {x_join:.5f} nm")
print(f"D, image potential                  {D_image:.4f}")
print(f"image transmission, eps = 1e-3 kT   {image_low:.4f}")
print(f"step transmission, eps = 1e-3 kT    {step_low:.4f}")
print(f"J, image potential, no field        {J_ideal * D_image:.4f} A/cm^2")
print(f"collecting field                    {field * 10:.3f} MV/cm")
print(f"Schottky lowering                   {lowering:.5f} eV")
print(f"Schottky factor on J                {np.exp(lowering / kT):.4f}")
print(f"field energy scale at bare step     {airy_energy:.5f} eV")
print(f"bare-step change of D by field      {100 * field_change:.4f} percent")
print(f"Boltzmann factor exp(-W/kT)         {occupation_top:.3e}")
print(f"dW/dT (rough size)                  {drift:.1e} eV/K")
print(f"factor on A0 from dW/dT             {drift_factor:.4f}")
print(f"gap                                 {gap_m * 1e3:.2f} mm")
print(f"space-charge field / applied field  {space_field / field_SI:.4f}")
print("no test failed")
```

Output:

```
work function W (rough)             4.50 eV
Fermi energy EF (rough)             10.00 eV
step height V0                      14.50 eV
temperature                         2500 K
kT                                  0.21543 eV
t = kT/V0                           0.014857
sqrt(t)                             0.12189
step transmission at eps = kT       0.38514
D, closed form                      0.33409
D, quadrature                       0.33409
D, leading form                     0.43209
second term -8t                     -0.11886
third term 7.5 sqrt(pi) t^1.5       0.02407
lower bound on D                    0.31323
leading form / closed form          1.2934
leading form with W in place of V0  0.77563
t = 1e-04: D, leading, ratio       0.034662 0.035449 1.0227
t = 1e-03: D, leading, ratio       0.104505 0.112100 1.0727
t = 1e-02: D, leading, ratio       0.286300 0.354491 1.2382
t for 5 percent error               4.785e-04
temperature for 5 percent error     80.5 K
Richardson constant A0              120.173 A/(cm^2 K^2)
A0 times D                          40.15 A/(cm^2 K^2)
J with unit transmission            0.6369 A/cm^2
J, abrupt step                      0.2128 A/cm^2
J, momentum-space integral          0.2128 A/cm^2
J, leading form                     0.2752 A/cm^2
d ln D / d ln T                     0.3802
mean outside normal energy / kT     1.3802
apparent work function              4.5819 eV
smoothing width                     0.050 nm
inside wavenumber at threshold      19.508 1/nm
D, smooth step                      0.6741
smooth/abrupt at eps = 1e-4 kT      3.062
smooth: T(eps)/T(eps/4), same eps   1.9925
image coefficient                   0.35999 eV nm
image joining distance              0.02483 nm
D, image potential                  0.9533
image transmission, eps = 1e-3 kT   0.9512
step transmission, eps = 1e-3 kT    0.0153
J, image potential, no field        0.6072 A/cm^2
collecting field                    0.010 MV/cm
Schottky lowering                   0.03795 eV
Schottky factor on J                1.1926
field energy scale at bare step     0.00336 eV
bare-step change of D by field      0.2183 percent
Boltzmann factor exp(-W/kT)         8.480e-10
dW/dT (rough size)                  1.0e-04 eV/K
factor on A0 from dW/dT             0.3133
gap                                 1.00 mm
space-charge field / applied field  0.0767
no test failed
```
